# From dangling-orbital s character to backbond angle at the Pb centre

## Problem

A Pb centre at the (111) interface between silicon and SiO2 is a silicon atom bonded to three silicon atoms of the crystal. Its fourth valence orbital points along the threefold axis towards the oxide and holds one unpaired electron. Spin resonance gives information on this orbital through the hyperfine coupling of the electron to a $^{29}$Si nucleus. The isotropic part of the coupling is commonly read as s character, since an s orbital has density at the nucleus, and the anisotropic part as p character.

Suppose that this analysis gives the dangling orbital 11 percent s and 89 percent p character, as shares of its part on the central atom. Treat the valence orbitals of that atom as orthogonal sp hybrids with threefold symmetry. What is the angle between two backbond hybrids, and is the pyramid formed by the atom and its three neighbours flatter or steeper than in the crystal, where the angle is tetrahedral? If the bonds lie along the hybrids, how far has the atom moved?

## A tempting solution

Two equivalent hybrids with s fraction $f$, pointing along unit vectors $\mathbf n_1$ and $\mathbf n_2$, are

$$
|h_i\rangle=\sqrt f\,|s\rangle+\sqrt{1-f}\;\mathbf n_i\cdot|\mathbf p\rangle ,\qquad i=1,2,
$$

where $|\mathbf p\rangle=(|p_x\rangle,|p_y\rangle,|p_z\rangle)$. They must be orthogonal. The s parts contribute $f$ to the overlap and the p parts contribute $(1-f)\,\mathbf n_1\cdot\mathbf n_2$, so that

$$
f+(1-f)\cos\theta=0,\qquad \cos\theta=-\frac{f}{1-f}.
$$

For $f=1/4$ this gives $\cos\theta=-1/3$, the tetrahedral angle, as it should. Now insert the measured fraction:

$$
\cos\theta=-\frac{0.11}{0.89}\approx-0.12 .
$$

This cosine lies between $0$ and $-1/3$, so the angle lies between a right angle and the tetrahedral angle. The pyramid would be steeper than in the crystal, and the atom would have moved outwards, towards the oxide.

## Where it fails

The relation between $f$ and $\theta$ is correct. The fault is the number put into it. The letter $f$ stands for the s fraction of the two orbitals whose mutual angle is sought, and these are backbond hybrids. The 11 percent belongs to the dangling hybrid, which is not one of the pair.

A count of s character exposes the error. If the backbonds also had $f=0.11$, the four hybrids would contain $4\times0.11=0.44$ of an s orbital. The atom has one whole valence s orbital to distribute, and more than half of it would be missing.

A limiting case shows that even the direction of the change is wrong. Let the dangling orbital be pure p along the axis. The backbonds are then made from $s$, $p_x$ and $p_y$, and their p parts lie in a plane. Three equivalent directions in a plane are 120° apart, whereas the tempting solution gives 90° in this limit. What is missing is the link between the s fraction of the dangling hybrid and that of the backbonds.

## Right solution

**Conventions.** Let $z$ be the threefold axis, pointing from the crystal to the oxide. Let $s$ be the s fraction of the dangling hybrid and $b$ that of each backbond hybrid; threefold symmetry makes the three values of $b$ equal. All coefficients are real, and d orbitals are left out. The overall sign of each hybrid is chosen so that its s coefficient is not negative:

$$
|d\rangle=\sqrt s\,|s\rangle+\sqrt{1-s}\,|p_z\rangle,\qquad
|b_i\rangle=\sqrt b\,|s\rangle+\sqrt{1-b}\;\mathbf n_i\cdot|\mathbf p\rangle ,\quad i=1,2,3 .
$$

The vector $\mathbf n_i$ is the direction of a backbond hybrid in a definite sense. The density of $|b_i\rangle$ contains the square of the s part, the square of the p part, and a cross term. Both squares are unchanged when $\mathbf r\to-\mathbf r$ and contribute nothing to the mean position. The cross term gives

$$
\langle b_i|\mathbf r|b_i\rangle=2\sqrt{b(1-b)}\;\langle s|z|p_z\rangle\,\mathbf n_i .
$$

With the phase of the p orbitals chosen so that $\langle s|z|p_z\rangle>0$, the centre of the charge is displaced along $\mathbf n_i$ whenever $b>0$.

**Sharing the s orbital.** Four orthonormal hybrids made from four orthonormal atomic orbitals form a complete basis of the same space. The normalized orbital $|s\rangle$ can therefore be expanded in them, and its squared components add to one:

$$
1=\langle s|s\rangle=|\langle d|s\rangle|^2+\sum_{i=1}^3|\langle b_i|s\rangle|^2=s+3b .
$$

Hence

$$
b=\frac{1-s}{3},\qquad 1-b=\frac{2+s}{3}.
$$

The s character that leaves the dangling orbital goes in equal parts to the backbonds.

**The angle.** Orthogonality of two backbond hybrids is the relation used before, now with the right fraction:

$$
b+(1-b)\cos\theta=0
\quad\Longrightarrow\quad
\cos\theta=-\frac{b}{1-b}=-\frac{1-s}{2+s}.
$$

For the given orbital, $b=0.89/3=0.2967$ and

$$
\cos\theta=-\frac{0.89}{2.11}=-0.4218,\qquad \theta=114.95^\circ .
$$

The tetrahedral angle is 109.47°. The backbond hybrids have opened by 5.48°. If the bonds lie along the hybrids, the pyramid is flatter, not steeper.

**The hybrids written out.** The sum rule and the orthogonality conditions are met together by

$$
|b_k\rangle=\sqrt{\tfrac{1-s}{3}}\,|s\rangle-\sqrt{\tfrac s3}\,|p_z\rangle
+\sqrt{\tfrac23}\,\bigl(\cos\alpha_k|p_x\rangle+\sin\alpha_k|p_y\rangle\bigr),
$$

with $\alpha_k=0^\circ,120^\circ,240^\circ$. The norm is $(1-s)/3+s/3+2/3=1$. The overlap with $|d\rangle$ is $\sqrt{s(1-s)/3}-\sqrt{(1-s)s/3}=0$. For two different backbonds the s and $p_z$ terms add to $1/3$ and the lateral terms give $\tfrac23\cos120^\circ=-1/3$, so this overlap vanishes too. Such a set exists for every $s$ from 0 to 1.

This form shows how the hybrids turn. The lateral share of each backbond is $2/3$ whatever the value of $s$. A change of $s$ exchanges only s and $p_z$ character. When the dangling orbital takes up more $p_z$, the backbonds lose their downward component and turn towards the plane.

**Angle to the axis.** For $s<1$ the dangling hybrid has a p part and hence a direction. Let $\phi$ be the angle between it and a backbond hybrid. Their orthogonality reads

$$
\sqrt{sb}+\sqrt{(1-s)(1-b)}\,\cos\phi=0 ,
$$

so $\cos\phi$ is not positive, and

$$
\cos^2\phi=\frac{s\,b}{(1-s)(1-b)}=\frac{s(1-s)/3}{(1-s)(2+s)/3}=\frac{s}{2+s},
\qquad \cos\phi=-\sqrt{\frac{s}{2+s}} .
$$

For $s=0.11$ this gives $\cos\phi=-0.2283$ and $\phi=103.20^\circ$.

The two angles must agree with threefold geometry. Three vectors inclined at $\phi$ to the axis and separated by 120° in azimuth satisfy

$$
\cos\theta=\cos^2\phi+\sin^2\phi\cos120^\circ=1-\tfrac32\sin^2\phi .
$$

With $\sin^2\phi=1-s/(2+s)=2/(2+s)$, the right side is $1-3/(2+s)=-(1-s)/(2+s)$, as found above.

## Limits and sensitivity

At $s=0$ the cosine is $-1/2$, and the backbonds are planar sp$^2$ hybrids at 120°. At $s=1/4$ it is $-1/3$, and all four hybrids are alike. At $s=1$ it is zero: the dangling orbital has taken the whole s orbital, and the backbonds are pure p orbitals at right angles.

To see how the angle moves between these limits, differentiate the cosine:

$$
-\sin\theta\,\frac{d\theta}{ds}
=\frac{(2+s)+(1-s)}{(2+s)^2}=\frac{3}{(2+s)^2}.
$$

The sine follows from the cosine:

$$
\sin\theta=\frac{\sqrt{(2+s)^2-(1-s)^2}}{2+s}=\frac{\sqrt{3(1+2s)}}{2+s}.
$$

Therefore

$$
\frac{d\theta}{ds}=-\frac{\sqrt3}{(2+s)\sqrt{1+2s}} .
$$

The derivative is in radians per unit of $s$ and is negative throughout $0\le s\le1$. With bonds along the hybrids, every s fraction below one quarter thus means a flatter pyramid. At $s=0.11$ the slope is $-0.43^\circ$ per percentage point. An uncertainty of one point in the s fraction therefore hardly matters beside the opening of 5.48°.

## How far the atom moves

Up to here $\theta$ has been an angle between hybrids. To turn it into an atomic position one needs a further assumption, called orbital following: each backbond hybrid points at its neighbour.

Let the central atom be at height $h$ above the plane of its three neighbours, let $\rho$ be the distance of a neighbour from the threefold axis, and let $d$ be the bond length. Then $h=-d\cos\phi$ and $\rho=d\sin\phi$, which gives

$$
\frac{h^2}{\rho^2}=\frac{\cos^2\phi}{\sin^2\phi}=\frac{s/(2+s)}{2/(2+s)}=\frac s2,
\qquad s=\frac{2h^2}{\rho^2}.
$$

Take a bond length of 2.35 angstrom, a rough value for silicon. At the tetrahedral site $\cos\phi=-1/3$, so $h=d/3=0.783$ angstrom and $\rho=\sqrt{d^2-h^2}=2.216$ angstrom. The displacement depends on what is held fixed as the atom moves.

*Neighbours fixed.* With $\rho$ unchanged,

$$
h=\rho\sqrt{s/2}=2.216\times\sqrt{0.055}=0.520\ \text{angstrom}.
$$

This is 0.052 nm. The atom has moved 0.264 angstrom towards the crystal. The bonds are now $\sqrt{\rho^2+h^2}=2.276$ angstrom long, 3.2 percent shorter than at the start.

*Bond length fixed.* With $d$ unchanged, the neighbours must spread sideways, and

$$
h=d\sqrt{\frac{s}{2+s}}=2.35\times0.2283=0.537\ \text{angstrom},
$$

which is a displacement of 0.247 angstrom.

The angle is the same in both cases, and the two displacements differ by less than 0.02 angstrom. Given orbital following, the atom sits about a quarter of an angstrom closer to the neighbour plane than in the crystal.

## What the number depends on

**The meaning of 11 percent.** The fraction $s$ is normalized on the central atom. Some of the unpaired spin lies on other atoms. If 11 percent were instead a share of the total spin density, and a rough 80 percent of the spin were on the central atom, the fraction to use would be

$$
s=\frac{0.11}{0.80}=0.1375 ,
$$

and the angle would be 113.80°, about 1.2° smaller. Before an angle is calculated, the s share must be divided by the sum of the s and p shares on the atom.

The reading of the isotropic coupling as s character also leaves out spin polarization. The unpaired electron makes the two spin densities of the filled shells slightly unequal, and this contributes to the isotropic coupling even when the dangling orbital is pure p. The 11 percent is therefore itself an estimate.

**Orbital following.** Orthogonality fixes the directions of the hybrids, but not the positions of the nuclei. Suppose, for example, that the atom does not move at all. Its bonds then remain at 109.47° to the axis while the hybrids lie at 103.20°, so each hybrid misses its bond by 6.27°. The s fraction alone cannot exclude such bent bonds.

A small model shows that a mismatch of several degrees can arise when the electrons choose their own state. Give the central atom its s orbital at $\varepsilon_s=-7.0$ eV and its p orbitals at zero. Each neighbour contributes one orbital pointing at the centre, placed at the sp$^3$ average $\varepsilon_s/4=-1.75$ eV. The coupling of neighbour $i$ to the s orbital is $-t_s$, and to the p orbitals $-t_p\mathbf n_i$, where $\mathbf n_i$ is now the bond direction. The round, silicon-like values $t_s=2.6$ eV and $t_p=3.6$ eV are held fixed as the angle changes. Seven electrons fill three levels and leave one electron in the fourth.

An eigenstate of energy $E$ that contains s character is symmetric under the threefold rotation. It involves the neighbours through $|L\rangle=(|l_1\rangle+|l_2\rangle+|l_3\rangle)/\sqrt3$. Adding the three couplings gives $-\sqrt3\,t_s$ between $|s\rangle$ and $|L\rangle$, and $-\sqrt3\,t_p\cos\phi$ between $|p_z\rangle$ and $|L\rangle$, with $\phi$ now the angle of the bonds to the axis. The eigenvalue equations for the coefficients are

$$
(E-\varepsilon_s)\,c_s=-\sqrt3\,t_s\,c_L,\qquad
E\,c_z=-\sqrt3\,t_p\cos\phi\;c_L ,
$$

and for $c_L\ne0$ their ratio is

$$
\frac{c_s}{c_z}=\frac{t_s}{t_p\cos\phi}\,\frac{E}{E-\varepsilon_s}.
$$

The s character thus depends on level energies and couplings as well as on geometry, and nothing forces it to equal the value from orbital following.

Numerical diagonalization of the seven-orbital matrix gives an on-atom s fraction of 0.21 for the fourth level at tetrahedral bonds, where orbital following would give 0.25. To reach 0.11, the bond angle found by root search is 117.8°, which is 2.8° more than the angle between ideal hybrids. In this state 81 percent of the electron is on the central atom. The model omits overlap between orbitals, the rest of the lattice, and the change of coupling with bond length. Its result also depends on the chosen levels: with the neighbour orbitals at $-0.75$ eV instead of $-1.75$ eV, the same search gives 113.7°, which is less than the hybrid angle. The 2.8° is thus not a correction to be applied, and even its sign is not settled. For both choices the bonds in the model are flatter than tetrahedral, but this is not guaranteed: with the neighbour orbitals at $+0.75$ eV, above the p level of the central atom, the search gives 105.7°, a steeper pyramid. This is about 9° below the hybrid angle, but such a level is not silicon-like: an sp hybrid of a silicon neighbour lies between the s and p levels. With the neighbour orbitals at the p level itself the search gives 109.9°, about 5° below the hybrid angle and barely flatter than tetrahedral. The model therefore does not settle the size of the mismatch either.

**Vibration at 300 K.** The resonance experiment averages over the motion of the atom. Let the height be $h_0+u$, with $\langle u\rangle=0$ and $\langle u^2\rangle=\sigma^2$, while the neighbours stay fixed and the hybrids follow the bonds. Because $s$ is quadratic in the height,

$$
\langle s\rangle=\frac{2}{\rho^2}\langle(h_0+u)^2\rangle=\frac{2h_0^2}{\rho^2}+\frac{2\sigma^2}{\rho^2}.
$$

For a harmonic mode of frequency $\omega$ and mass $M$, in atomic units,

$$
\sigma^2=\frac{1}{2M\omega}\coth\frac{\omega}{2k_BT}.
$$

A round mode energy of 0.030 eV and a mass of 28 u give $\sigma=0.069$ angstrom at 300 K. The vibrational term is then $2(0.069/2.216)^2=0.0019$. About half of it comes from zero-point motion, which remains at 0 K. If 0.11 is the average, the equilibrium fraction is 0.108 and the equilibrium angle is 115.03°. For this mode energy, and with hybrids that follow the bonds, the shift is below a tenth of a degree. A softer mode gives more: at 0.015 eV the same estimate is about 0.3°.

## The model beside the real defect

The inputs are in the range of the real Pb centre: its dangling orbital is mainly p, with roughly a tenth of s character, and roughly four fifths of the spin is on the central atom. At a real interface the oxide is disordered and the surroundings of each defect differ, so threefold symmetry holds only approximately and the s fraction varies from site to site. As long as the symmetry is kept, a variation of one percentage point moves the angle by 0.43°. Of the effects estimated here, the failure of orbital following moves the bond angle most, by about 3° in the seven-orbital model with its first set of values and by about 5° in the opposite direction when the neighbour level is raised to the p level. The s fraction therefore gives a hybrid angle near 115°. It implies a flattened pyramid if the hybrids follow the bonds; without that assumption the s fraction alone does not settle the shape. How far the atom has really moved must come from a calculation or measurement of the structure itself.
